# Cahn's coherent spinodal and vacancy-rich regions in an isotropic oxide

**Q.** Oxygen vacancies that attract each other can gather into vacancy-rich regions if the temperature is low enough. Why should the size of the lattice have any say in it?

**A.** First we need the meaning of "spontaneously". Let $c$ be the fraction of oxygen sites that are vacant, with mean $c_0$. The vacancies are neutral and their number is conserved. A region forms spontaneously if an arbitrarily weak composition wave $\delta c=c-c_0$ already lowers the free energy, so that no nucleation barrier has to be crossed.

Suppose first that the lattice parameter $a$ does not depend on $c$. With chemical free energy $f(c)$ per volume and gradient energy $\kappa|\nabla c|^2$, $\kappa>0$, the change per volume is, to second order,

$$\frac{\Delta F}{V}=f'(c_0)\langle\delta c\rangle+\tfrac12 f''(c_0)\langle\delta c^2\rangle+\kappa\langle|\nabla c|^2\rangle .$$

Conservation makes $\langle\delta c\rangle=0$. The gradient term can be made as small as we like by a long wave, so a large crystal is unstable when $f''(c_0)<0$. This is the chemical spinodal condition.

If $a$ does depend on $c$, each region has its own preferred size. While the lattice planes stay continuous, which is what "coherent" means, the regions cannot all have it. The resulting elastic energy must be added to $\Delta F$.

**Q.** Then you need the whole function $a(c)$, and the change of the elastic moduli with composition too.

**A.** Not for the onset, provided the uniform crystal is free of stress. The strain that a region would take if cut free is

$$e=\frac{a(c)-a(c_0)}{a(c_0)}=\eta\,\delta c+O(\delta c^2),\qquad \eta=\frac{d\ln a}{dc}\bigg|_{c_0},$$

equal in all directions. With total strain $\varepsilon_{ij}$ and Lamé constants $\lambda,\mu$, the isotropic elastic energy density is

$$w=\tfrac12\lambda(\varepsilon_{kk}-3e)^2+\mu(\varepsilon_{ij}-e\delta_{ij})(\varepsilon_{ij}-e\delta_{ij}).$$

Both $e$ and the strain it causes are of first order in $\delta c$, so $w$ is of second order. Curvature of $a(c)$, or a modulus that varies with $c$, multiplies this by a further factor $\delta c$ and enters beyond second order. Only $\eta$ and the moduli at $c_0$ remain.

**Q.** The crystal will deform to relieve the misfit. Perhaps it relieves all of it.

**A.** We can solve for the deformation. The stress is

$$\sigma_{ij}=\lambda\theta\,\delta_{ij}+2\mu\varepsilon_{ij}-3Ke\,\delta_{ij},\qquad \theta=\varepsilon_{kk},\quad K=\lambda+\tfrac23\mu .$$

Try a displacement $u_i=\partial_i\phi$. Then $\varepsilon_{ij}=\partial_i\partial_j\phi$, $\theta=\nabla^2\phi$, and equilibrium $\partial_j\sigma_{ij}=0$ becomes

$$\partial_i\left[(\lambda+2\mu)\nabla^2\phi-3Ke\right]=0 .$$

We take periodic waves that fill the bulk of a large body; bending and free surfaces are considered later. To first order $e$ has zero mean, so without a net load the mean strain is zero and the bracket vanishes:

$$\theta=\frac{3K}{\lambda+2\mu}\,e=\frac{1+\nu}{1-\nu}\,e .$$

Since $w$ is a convex quadratic function of strain, this equilibrium is the energy minimum. Full relief would need $\theta=3e$ with equal strains in all directions, which a wave cannot provide.

For the energy, write $w=\tfrac12\sigma_{ij}(\varepsilon_{ij}-e\delta_{ij})$. The average $\langle\sigma_{ij}\varepsilon_{ij}\rangle=\langle\sigma_{ij}\partial_ju_i\rangle$ vanishes on integration by parts, because $\partial_j\sigma_{ij}=0$. The trace of the stress is $\sigma_{kk}=3K\theta-9Ke$. Hence

$$\langle w\rangle=-\tfrac12\langle e\,\sigma_{kk}\rangle=\frac{9K}{2}\left(1-\frac{K}{\lambda+2\mu}\right)\langle e^2\rangle=\frac{6K\mu}{\lambda+2\mu}\langle e^2\rangle,$$

where $\lambda+2\mu-K=\tfrac43\mu$ was used. Now insert

$$K=\frac{E}{3(1-2\nu)},\quad \mu=\frac{E}{2(1+\nu)},\quad \lambda+2\mu=\frac{E(1-\nu)}{(1+\nu)(1-2\nu)} .$$

The factors $(1+\nu)$ and $(1-2\nu)$ cancel, and

$$\langle w\rangle=Y\eta^2\langle\delta c^2\rangle,\qquad Y=\frac{E}{1-\nu}.$$

**Q.** I would have expected $\tfrac12E$, as in a stretched bar. And surely a filament relaxes better than a flat layer?

**A.** Take the layer first. It relaxes freely along its normal, but is held in both in-plane directions. Each of these carries a stress of magnitude $Ee/(1-\nu)$ and contributes $\tfrac12Ee^2/(1-\nu)$. Two directions give $Ee^2/(1-\nu)$, so there is no remaining factor $\tfrac12$.

The filament gains nothing in this model. The derivation never used the shape of the region: with uniform isotropic moduli, $\langle w\rangle$ depends on composition through $\langle\delta c^2\rangle$ alone. For $E=310$ GPa and $\nu=0.18$, $Y=310/0.82=378$ GPa. Direct solution of the elastic equations gave 378 GPa both for a random composition field and for a cylindrical filament.

**Q.** Now put the pieces together, and show me that you have not just found a sufficient condition.

**A.** Decompose $\delta c$ into plane waves. Different waves do not mix in the second-order energy, and a wave of wavenumber $k$ contributes

$$\frac{\Delta F_k}{V}=\tfrac12\left[f''(c_0)+2\eta^2Y+2\kappa k^2\right]\langle\delta c_k^2\rangle .$$

The 2 before $\eta^2Y$ arises because the elastic energy has no $\tfrac12$ of its own. If the first two terms have a negative sum, a sufficiently long wave lowers the energy. If their sum is zero or positive, every wave with $k\neq0$ raises it. The uniform crystal is therefore unstable to infinitesimal waves that fill its bulk if and only if

$$\boxed{\,f''(c_0)+\frac{2\eta^2E}{1-\nu}<0\,}$$

Equality defines Cahn's coherent spinodal. The elastic term does not fade for long waves, since stretching the whole pattern leaves the strains unchanged. The case $k=0$ is excluded by conservation.

**Q.** Does this narrow the unstable range for any $f$, or just for a convenient one?

**A.** For any $f$ with continuous $f''$. Stability of the lattice requires $Y>0$, so $f''<-2\eta^2Y$ implies $f''<0$: every coherently unstable composition is also chemically unstable. The converse fails. At an edge of the chemical range $f''=0$, which exceeds $-2\eta^2Y$ if $\eta\neq0$ there. By continuity the same holds for neighbouring compositions inside the range, and these are lost. If $f''$ never falls below $-2\eta^2Y$, the whole range is lost. The sign of $\eta$ is irrelevant: vacancies that shrink the lattice have the same effect as vacancies that swell it.

**Q.** By how much does it narrow? Give me a case with numbers.

**A.** Take a mean-field regular solution with volume $\Omega$ per oxygen site and attraction $W$:

$$\Omega f=k_BT[c\ln c+(1-c)\ln(1-c)]+Wc(1-c).$$

Differentiating twice gives $\Omega f''=k_BT/[c(1-c)]-2W$. With $\eta$ and $Y$ held constant over the range, the coherent condition becomes

$$\frac{k_BT}{c(1-c)}<2W_{\rm eff},\qquad W_{\rm eff}=W-\Omega\eta^2Y .$$

Strain acts as a weaker attraction. Solving $c^2-c+k_BT/(2W_{\rm eff})=0$ gives the limits

$$c_\pm=\tfrac12\left[1\pm\sqrt{1-\frac{2k_BT}{W_{\rm eff}}}\,\right],\qquad T_c=\frac{W_{\rm eff}}{2k_B}.$$

For a memory film resembling MgO I take $a=0.421$ nm, hence $\Omega=a^3/4=0.01865$ nm³, and the moduli above. These are model inputs chosen close to MgO, not quoted measurements. The attraction $W=0.25$ eV and misfit $\eta=0.04$ are round model parameters, not MgO data. The elastic cost is

$$\Omega\eta^2Y=0.01865\times0.0016\times378\ \text{GPa nm}^3=0.0704\ \text{eV},$$

so $W_{\rm eff}=0.1796$ eV. At 600 K, $k_BT=0.0517$ eV. The width $c_+-c_-$ is $\sqrt{1-0.1034/0.25}=0.77$ without strain and $\sqrt{1-0.1034/0.1796}=0.65$ with it. At three temperatures:

| $T$ (K) | chemical range | coherent range |
|---|---|---|
| 300 | 0.055–0.945 | 0.078–0.922 |
| 600 | 0.117–0.883 | 0.174–0.826 |
| 900 | 0.192–0.808 | 0.315–0.685 |

Up to the coherent critical temperature the loss of width grows with $T$. Strain lowers the squared width by $2k_BT(1/W_{\rm eff}-1/W)$, which is proportional to $T$; the loss is this difference divided by the sum of the two widths, and that sum shrinks as $T$ rises. The critical temperature falls from 1451 K to 1042 K. At 600 K the range would vanish at

$$\eta=\sqrt{\frac{W-2k_BT}{\Omega Y}}=\sqrt{\frac{0.1466}{44.0}}=0.058 .$$

**Q.** So at $c_0=0.145$ and 600 K, between the two lower limits, strain forbids vacancy-rich regions?

**A.** In the bulk, away from free surfaces and with bending prevented, it forbids their spontaneous formation, not their existence. Consider a mixture of two compositions $c_1,c_2$, with interface energy neglected and the linear misfit law and constant moduli extended to large $\delta c$. Since $\langle\delta c^2\rangle=\langle c^2\rangle-c_0^2$, its energy is

$$\langle f+Y\eta^2c^2\rangle-Y\eta^2c_0^2 .$$

The best mixture follows from the common tangent of $f+Y\eta^2c^2$. Per site, the interaction and strain terms are

$$Wc(1-c)+\Omega Y\eta^2c^2=W_{\rm eff}\,c(1-c)+\Omega Y\eta^2c .$$

The last term is linear and cannot affect the tangent points. The rest is symmetric about $c=\tfrac12$, so the tangent to it is horizontal:

$$k_BT\ln\frac{c}{1-c}+W_{\rm eff}(1-2c)=0 .$$

The outer roots, the coherent binodal, are 0.039 and 0.961 at 600 K. At $c_0=0.145$ separation into two phases still gains 2.65 meV per site, but in the bulk it must begin with a nucleus of finite amplitude.

**Q.** That is an argument about energies. Does diffusion respect it?

**A.** Let $\partial_tc=m\nabla^2\mu_v$, with constant mobility $m>0$ and chemical potential $\mu_v=\Omega\,\delta F/\delta c$. A weak wave then grows at the rate

$$R(k)=-mk^2\left[S+2\Omega\kappa k^2\right],\qquad S=\Omega(f''+2\eta^2Y),$$

which is positive for some $k$ precisely when $S<0$. I integrated the diffusion equation with the full regular-solution potential at $c_0=0.145$ and 600 K, on a periodic square of side 7.5 nm. The grid had $15\times15$ points, the start was random noise of about $10^{-3}$ at each point, and the run lasted until $mt=15$ nm²/eV. Without misfit the rms noise grew by a factor of 8.2. With misfit, and the same initial noise and duration, it fell to 0.084 of its initial value. Only the contrast between growth and decay is meaningful. The two factors vary with the noise sample, and they roughly halve each time the grid spacing is halved (to about 4 and 0.04 on a $30\times30$ grid), because a finer grid puts more of the initial noise into short waves that die quickly.

**Q.** A film may be 10 nm thick. Your "sufficiently long wave" may not fit.

**A.** We need $\kappa$ to decide. Let each of the 12 nearest-neighbour bonds of an oxygen site carry the energy

$$\tfrac{W}{12}[c_i(1-c_j)+c_j(1-c_i)]=\tfrac{W}{12}[c_i(1-c_i)+c_j(1-c_j)+(c_i-c_j)^2].$$

There are six bonds per site, so the first two terms add up to $Wc(1-c)$. For slow variation the last term gives, per site,

$$\tfrac12\,\tfrac{W}{12}\sum_{n=1}^{12}(\mathbf d_n\cdot\nabla c)^2=\tfrac{W}{24}\,4d^2|\nabla c|^2=\tfrac{W d^2}{6}|\nabla c|^2 ,$$

because cubic symmetry makes the sum $12d^2|\nabla c|^2/3$. Thus $\Omega\kappa=Wd^2/6$, with $d=a/\sqrt2=0.298$ nm.

Setting $R=0$ gives the wavelength below which waves decay, $\lambda_c=2\pi d\sqrt{W/(3|S|)}$. Maximizing $R$ over $k^2$ gives half the critical $k^2$, so the fastest wavelength is $\sqrt2\,\lambda_c$.

At $c_0=0.25$ and 600 K, $S=0.0517/0.1875-2(0.1796)=-0.083$ eV. This gives $\lambda_c=1.87$ nm, against 1.14 nm without strain. The fastest wave, 2.6 nm long, fits into 10 nm. Keeping the discrete lattice in the gradient term, with the elastic term left in its continuum form, changes $\lambda_c$ to 1.83 nm for a wave along [100], so the continuum form of the gradient energy is adequate here.

**Q.** MgO is not isotropic, a film has surfaces, and mean-field theory is crude. How far do your limits move?

**A.** I take the lower limit at 600 K, 0.174, and change one thing at a time.

- With cubic model constants $C_{11},C_{12},C_{44}=300,95,155$ GPa, $Y$ depends on wave direction. It is smallest along [100], 335 GPa, and the limit becomes 0.165.
- Moduli 20% softer give 0.159.
- In a free plate much thinner than the wavelength, with the wave running in its plane, one direction is held instead of two. The cost is then your stretched-bar value $\tfrac12E\eta^2\langle\delta c^2\rangle$, and the limit is 0.135. A film bonded to electrodes is not free in this way.

All three limits remain above the chemical value 0.117.

A plate that is free to bend is different. Let $c$ vary linearly through its thickness $L$, so that $e=gz$. The displacement $\mathbf u=g\,(xz,\;yz,\;(z^2-x^2-y^2)/2)$ then gives $\varepsilon_{ij}=e\,\delta_{ij}$ everywhere: the plate curves, and no stress is left. Only the gradient energy $12\kappa\langle\delta c^2\rangle/L^2$ opposes this variation, and it is small in a thick plate. The limit then returns almost to the chemical value. 
Holding the crystal flat is not enough if a face stays free. At depth $z$ below a free face of a thick crystal, let $e=e_0\exp(-kz)\cos kx$. The displacement $u_x=(1+\nu)(e_0/k)\exp(-kz)\sin kx$, $u_z=-(1+\nu)(e_0/k)\exp(-kz)\cos kx$ gives $\varepsilon_{xx}=\varepsilon_{zz}=(1+\nu)e$ and no shear. The only stress left is $\sigma_{yy}=-Ee$, so the cost is again $\tfrac12E\eta^2\langle\delta c^2\rangle$. For long waves the limit near a free face is therefore 0.135, and the composition 0.145 is unstable there.

If both faces of a film are held rigidly, this relief is lost. A displacement that vanishes on the faces is also allowed in an infinite crystal, where the cost is never below $Y\eta^2\langle\delta c^2\rangle$. The coherent limit thus applies to the bulk and to a film held rigidly at both faces, provided the uniform film is free of stress. Real electrodes are elastic, and those softer than the film give partial relief. For a 10 nm film between electrodes about 50 nm thick, the lower limit at 600 K is 0.158 with model electrode moduli $E=168$ GPa, $\nu=0.38$, and 0.147 with $E=70$ GPa, $\nu=0.35$, in place of 0.174. In a film strained by its substrate, moduli that vary with $c$ and the curvature of $a(c)$ already matter at second order.

Correlations can be estimated in the Bethe approximation. Describe a site by $s=\pm1$ for filled or vacant, so that a bond has energy $-(W/24)ss'$ plus a constant. A weak bias passes along a bond with factor $\tanh(W/24k_BT)$ and then has 11 onward bonds. It sustains itself when $11\tanh(W/24k_BT)=1$. This puts the chemical critical temperature at 1326 K, 9% below the mean-field value. A lower critical temperature does not mean a narrower range at every temperature: at 600 K the same approximation moves the lower chemical limit from 0.117 to about 0.10, and the coherent one from 0.174 to about 0.165. The estimate ignores closed loops of bonds, which are numerous in this lattice. The known critical temperature of the fcc Ising model is lower still, about 18% below mean field.

**Q.** And in a real memory cell, which assumption fails first?

**A.** Neutrality is the one to question first. Oxygen vacancies in oxides can be charged. If each carries a charge $qe$ that is balanced only on average, by a uniform background, a wave has charge density $qe\,\delta c/\Omega$ and electrostatic energy density $q^2e^2\langle\delta c^2\rangle/(2\Omega^2\epsilon_0\epsilon_rk^2)$. The bracket in $R(k)$ becomes

$$S+Ak^2+\frac{q^2B}{k^2},\qquad A=2\Omega\kappa,\quad B=\frac{e^2}{\Omega\epsilon_0\epsilon_r}.$$

Its minimum over $k$ is $S+2q\sqrt{AB}$. For $\epsilon_r=10$ and $c_0=0.25$ at 600 K, the instability is gone at $q=|S|/(2\sqrt{AB})\approx0.05$. The result therefore suits vacancies that keep their electrons bound to them, and fails for bare charged ones. If mobile electrons restore neutrality, their own free energy must be included in $f$. Treated as a classical ideal gas, one electron per vacancy adds $k_BT/c_0=0.207$ eV to $S$ here, more than $|S|=0.083$ eV, and so removes the instability at this composition. This is a lower bound for an ideal electron gas: at such a density, about $10^{22}$ per cm³, free band electrons are degenerate, and the exclusion principle makes the term larger still.

The compositions are also extreme. A vacancy fraction of 0.17 is far above that of a nearly stoichiometric oxide, so the model can describe only a strongly reduced region. Finally, a layer with $\delta c=0.1$ already carries a misfit stress of $Y\eta\,\delta c=1.5$ GPa. This does not affect the onset, where $\delta c$ is infinitesimal, but dislocations may relieve the stress of a grown region, and the coherent energy would then no longer apply. The numerical output below lists the main values used here.

## Computed values

```
Lattice parameter a: 0.421 nm
Anion site volume: 0.01865 nm^3
Young modulus E: 310 GPa
Poisson ratio: 0.18
Vacancy attraction W: 0.25 eV
Misfit coefficient eta: 0.04
Temperature: 600 K
kT: 0.0517 eV
Y = E/(1-nu): 378 GPa
Cost modulus, random field: 378 GPa
Cost modulus, filament: 378 GPa
Elastic cost per site: 0.07043 eV
Effective attraction W_eff: 0.1796 eV
Chemical spinodal, 300 K: 0.0547 to 0.9453
Coherent spinodal, 300 K: 0.0781 to 0.9219
Chemical spinodal, 600 K: 0.1171 to 0.8829
Coherent spinodal, 600 K: 0.1744 to 0.8256
Chemical spinodal, 900 K: 0.1920 to 0.8080
Coherent spinodal, 900 K: 0.3155 to 0.6845
Width, chemical, working T: 0.7657
Width, coherent, working T: 0.6513
Coherent binodal, working T: 0.0391 to 0.9609
Critical temperature, chemical: 1451 K
Critical temperature, coherent: 1042 K
eta that removes the spinodal: 0.05771
Test composition between spinodals: 0.145
Its gain by two-phase mixture: 2.65 meV/site
Noise rms ratio, no misfit: 8.17
Noise rms ratio, with misfit: 0.0836
Composition for wavelengths: 0.25
Stiffness there, chemical: -0.2242 eV
Stiffness there, coherent: -0.08339 eV
Critical wavelength, chemical: 1.14 nm
Critical wavelength, coherent: 1.87 nm
Same on discrete lattice, [100]: 1.83 nm
Fastest wavelength, coherent: 2.64 nm
Film thickness: 10 nm
Cubic C11, C12, C44: 300, 95, 155 GPa
Cubic Y 100, 110, 111: 334.8, 394.4, 410.5 GPa
Lower limit, cubic [100] waves: 0.165
Lower limit, thin free plate: 0.1352
Lower limit, moduli 20% softer: 0.1587
Bethe chemical critical temp.: 1326 K
Misfit stress at dc = 0.1: 1.51 GPa
Relative permittivity: 10
Applied field: 5 MV/cm
Field energy per site: 1.29 meV
Charge/vacancy ending instability: 0.049 e
```
